# Henry's Laser Linewidth Enhancement from Spontaneous-Emission Kicks

**Q:** A laser can hold its intensity nearly constant. You say that spontaneous emission still gives its line a width. What exactly does one spontaneous photon do to the field?

**A:** Write the field of the single lasing mode as the real part of $\beta(t)e^{i\omega_0t}$, up to a constant factor, with
$$\beta=\sqrt I\,e^{i\phi},$$
where $I$ is the photon number. I model a spontaneous emission event as the addition of a phasor of length one, at an angle $\theta$ to the field:
$$\beta\to\beta+e^{i(\phi+\theta)}=\beta(1+z),\qquad z=\frac{e^{i\theta}}{\sqrt I}.$$
The angle is uniformly distributed, because spontaneous emission has no knowledge of the phase of the field. Events are independent and occur at rate $R$.

**Q:** Why length one? An emission should add one photon, and your phasor can even remove some.

**A:** The new photon number is $I|1+z|^2$, so the change is
$$\Delta I=I\left(\frac{2\cos\theta}{\sqrt I}+\frac1I\right)=1+2\sqrt I\cos\theta .$$
Its average over $\theta$ is one. A phasor of length $r$ would give $r^2$, so $r=1$ is fixed by the requirement of one photon per event on average. The large term $2\sqrt I\cos\theta$ is interference with the light already present. That loss and absorption add no kicks of their own is an assumption of this semiclassical model.

**Q:** Then the phase noise is simple. Only the component perpendicular to the field turns it.

**A:** That is the immediate part:
$$\Delta\phi_1=\arg(1+z)=\arctan\frac{\sin\theta/\sqrt I}{1+\cos\theta/\sqrt I}\simeq\frac{\sin\theta}{\sqrt I}\qquad(I\gg1).$$
Since $\langle\sin^2\theta\rangle=\tfrac12$, its mean square is $1/(2I)$. The component along the field changes the intensity, and the laser must then bring the intensity back.

**Q:** Bringing it back is a matter of gain. Why should gain touch the phase?

**A:** Because gain changes through the carrier number, and carriers change the refractive index as well. Let the index be $n'-in''$. With the time factor $e^{i\omega t}$ a travelling wave varies as $e^{-i(n'-in'')\omega z_s/c}$, with $z_s$ the distance, so positive $n''$ means absorption.

The mirrors fix the wave number of the mode; it may be complex, to contain the mirror loss. Hence $\Omega\,n(\Omega)$ is constant for the mode frequency $\Omega$. Let $\omega_0$ be the frequency when gain balances loss, and let the carriers change the index by $\delta n$. To first order,
$$(\omega_0+\delta\Omega)\left(n+\frac{dn}{d\omega}\delta\Omega+\delta n\right)=\omega_0n
\;\Rightarrow\;
\delta\Omega=-\frac{\omega_0\,\delta n}{n_g},\qquad n_g=n+\omega_0\frac{dn}{d\omega}.$$
I take the group index $n_g$ as real, which neglects the small imaginary part of $n$ itself and the dispersion of the gain. The field now varies as $e^{i(\omega_0+\delta\Omega)t}$, so $\dot\beta=i\,\delta\Omega\,\beta$. With $\delta n=\delta n'-i\,\delta n''$,
$$\frac{\dot\beta}{\beta}=-\frac{i\omega_0}{n_g}(\delta n'-i\,\delta n'')=-\frac{\omega_0\,\delta n''}{n_g}-i\,\frac{\omega_0\,\delta n'}{n_g}.$$
On the other hand, $\dot\beta/\beta=\tfrac12\,d\ln I/dt+i\dot\phi$. Let $G$ be the gain rate and $\gamma$ the loss rate of the photon number. The real part must be $\tfrac12(G-\gamma)$. Define
$$\alpha=\frac{\delta n'}{\delta n''}$$
for a change in carrier number. The imaginary part is then $\alpha$ times the real part:
$$\frac{d\ln I}{dt}=G-\gamma,\qquad \frac{d\phi}{dt}=\frac{\alpha}{2}(G-\gamma).$$
These equations hold between kicks. If added carriers lower both $n''$ and $n'$, then $\alpha$ is positive, and excess gain raises the frequency.

**Q:** So how much phase does the restoration produce? That must depend on how fast the carriers respond.

**A:** It does not. Eliminate $G-\gamma$ between the two equations:
$$\frac{d}{dt}\left(\phi-\frac{\alpha}{2}\ln I\right)=0 .$$
Suppose a kick takes $I$ from $I_0$ to $I_0+\Delta I$ and the gain later restores $I_0$. The phase accumulated on the way back is
$$\Delta\phi_2=\frac{\alpha}{2}\left[\ln I_0-\ln(I_0+\Delta I)\right]=-\frac{\alpha}{2}\ln\left(1+\frac{\Delta I}{I_0}\right)\simeq-\frac{\alpha\cos\theta}{\sqrt{I_0}},$$
where the last form keeps the leading term $\Delta I\simeq2\sqrt{I_0}\cos\theta$. The sign has a plain origin: surplus photons deplete the carriers, $G$ falls below $\gamma$, and for $\alpha>0$ the phase runs backwards as long as $G<\gamma$.

**Q:** Real semiconductor lasers ring. The intensity overshoots, and the gain changes sign several times. I am not convinced that your single logarithm survives that.

**A:** Ringing changes the path between the end points, and the logarithm depends on the end points. Let us see it in a model. Let $x$ be the excess of carriers over the steady value, $g$ the gain rate per carrier and $\tau$ the carrier lifetime, so that $G=\gamma+gx$ and
$$\dot x=-\frac{x}{\tau}-\left[(\gamma+gx)I-\gamma I_0\right].$$
For small deviations put $I=I_0(1+u)$ and drop the product $xu$:
$$\dot u=gx,\qquad \dot x=-\left(\frac1\tau+gI_0\right)x-\gamma I_0u .$$
Differentiating the first equation and inserting the second gives
$$\ddot u+2\Gamma\dot u+\gamma gI_0\,u=0,\qquad \Gamma=\frac12\left(\frac1\tau+gI_0\right).$$
For $\gamma gI_0>\Gamma^2$, as in the example below, the solutions ring at angular frequency $\omega_r=\sqrt{\gamma gI_0-\Gamma^2}$ and decay as $e^{-\Gamma t}$.

Take round model parameters: $\gamma=5\times10^{11}\ \mathrm{s^{-1}}$, $g=5\times10^3\ \mathrm{s^{-1}}$, $\tau=1$ ns, $\alpha=5$ and $I_0=6.24\times10^4$. Then $gI_0=3.12\times10^8\ \mathrm{s^{-1}}$, the ringing frequency $\omega_r/2\pi$ is 1.99 GHz, and the damping time $1/\Gamma$ is 1.52 ns.

Now apply a kick with $\theta=0$, purely along the field. The photon number jumps by 501 and the phase does not jump at all. Half a ringing period later, at 0.252 ns, the full nonlinear equations give a photon number 422 below $I_0$. The conserved combination requires a phase of about
$$\frac52\times\frac{-422-501}{6.24\times10^4}=-0.037\ \text{rad},$$
and the integration gives $-36.9$ mrad. When the ringing has died out, the phase has settled at $-20.0$ mrad, equal to $-\tfrac52\ln(1+501/62415)$. The overshoot in phase is the overshoot in intensity, seen through the factor $\alpha/2$.

**Q:** But the emission also removes a carrier, and carriers have noise of their own. That noise drives the gain, hence the phase.

**A:** It drives the phase for a while and then gives it back. Starting from $u=0$ with $x=x_0$, the linear equations give
$$u=\frac{gx_0}{\omega_r}e^{-\Gamma t}\sin\omega_rt,$$
and the phase follows as $\alpha u/2$, which decays to zero. In the numerical check, starting with 5000 missing carriers instead of one changes the phase by $-4.6$ mrad at a quarter period, and the final phase by less than 0.001 mrad. In this model, which has no gain compression, carrier noise therefore contributes a fluctuation that follows the intensity, and no lasting phase shift.

**Q:** What would break this bookkeeping?

**A:** A part of the gain change with a different ratio of index to gain. If the gain also falls directly with intensity, at fixed carrier number, and the ratio of index change to gain change for this part is not $\alpha$ (it may be zero), then $\dot\phi$ is no longer proportional to $G-\gamma$ with one constant, and $\phi-(\alpha/2)\ln I$ is not conserved. I leave such gain compression out, together with competing modes and technical noise.

**Q:** Very well. But the immediate and delayed shifts come from the same event. They are correlated, so you may not add their mean squares.

**A:** They are both functions of $\theta$, so the total must be squared before averaging. To leading order,
$$\delta=\Delta\phi_1+\Delta\phi_2\simeq\frac{\sin\theta-\alpha\cos\theta}{\sqrt{I_0}},$$
$$\langle\delta^2\rangle\simeq\frac{\langle\sin^2\theta\rangle-2\alpha\langle\sin\theta\cos\theta\rangle+\alpha^2\langle\cos^2\theta\rangle}{I_0}=\frac{1+\alpha^2}{2I_0}.$$
The cross term averages to zero because $\sin\theta\cos\theta=\tfrac12\sin2\theta$. The two shifts depend on the same angle, yet they are uncorrelated. In the example $1/\sqrt{I_0}=4.00$ mrad, and the root-mean-square shift per event is $4.00\sqrt{26/2}=14.4$ mrad.

**Q:** I see a gap. The average of $\Delta I$ is one, not zero. Your delayed shift should then have a mean $-\alpha/(2I_0)$ per event, and the phase should drift.

**A:** For an event at $\theta=90^\circ$ that small shift is real. There $\Delta I=1$, and in the example the phase jumps by 4.003 mrad and settles at 3.963 mrad; the difference, $-0.040$ mrad, is $-\alpha/(2I_0)$. The average over all angles, however, needs the next term of the logarithm, because $\Delta I^2$ is large:
$$\left\langle\ln\left(1+\frac{\Delta I}{I_0}\right)\right\rangle=\frac{\langle\Delta I\rangle}{I_0}-\frac{\langle\Delta I^2\rangle}{2I_0^2}+\dots,\qquad\langle\Delta I^2\rangle=1+2I_0 .$$
The first term is $1/I_0$, and the second is $-1/I_0$ to leading order. They cancel.

The cancellation is complete for $I_0>1$. The immediate shift is $\operatorname{Im}\ln(1+z)$, and the delayed one is $-(\alpha/2)\ln|1+z|^2=-\alpha\operatorname{Re}\ln(1+z)$. Together,
$$\delta=\operatorname{Im}w,\qquad w=(1-i\alpha)\ln(1+z),\qquad \ln(1+z)=\sum_{k\ge1}\frac{(-1)^{k+1}}{k}\frac{e^{ik\theta}}{I_0^{k/2}} .$$
Every term carries a positive power of $e^{i\theta}$ and averages to zero, so $\langle\delta\rangle=0$. The same series gives the full mean square. For any complex number, $(\operatorname{Im}w)^2=\tfrac12|w|^2-\tfrac12\operatorname{Re}w^2$. The average of $w^2$ vanishes, again because only positive powers occur, and in $|w|^2$ only equal powers survive:
$$\langle\delta^2\rangle=\frac{1+\alpha^2}{2}\sum_{k\ge1}\frac{1}{k^2I_0^k}=\frac{1+\alpha^2}{2I_0}\left(1+\frac{1}{4I_0}+\dots\right).$$

**Q:** Yet the steady state needs gain slightly below loss, since spontaneous emission supplies some photons. Doesn't that pull the frequency?

**A:** Balance the photon number in the steady state, and you get $\langle(G-\gamma)I\rangle=-R$. Balance $\ln I$ instead: the kicks contribute nothing on average while $I>1$, so $\langle G-\gamma\rangle=0$. Both statements hold together because gain and intensity fluctuate in opposite senses. The phase responds to $\langle G-\gamma\rangle$, so this model has no mean drift away from $\omega_0$. In a simulated ensemble with $\alpha=3$, $I_0=400$ and $R=\gamma$, the mean phase after a time $150/\gamma$ is 0.007 rad, whereas $-\alpha/(2I_0)$ per event would have given $-0.56$ rad.

**Q:** A single event is now clear. But in your example events come at $10^{12}$ per second, and the intensity needs nanoseconds to recover. The next kick arrives long before the first is settled.

**A:** This is where the conserved combination helps. Define $\psi=\phi-(\alpha/2)\ln I$. Between kicks it stands still. At a kick it jumps by $\operatorname{Im}\ln(1+z)-(\alpha/2)\ln|1+z|^2$, which is $\delta$ evaluated at the current $I$. There is no need to wait for recovery.

The angle of each kick is uniform whatever happened before, so each jump has zero mean given the past, and products of different jumps average to zero. With $Rt$ events on average in a time $t$,
$$\langle(\Delta\psi)^2\rangle=Rt\,\frac{1+\alpha^2}{2I_0}.$$
Here I replaced $1/I$ by $1/I_0$, which requires small relative intensity noise. The phase itself changes by $\Delta\phi=\Delta\psi+(\alpha/2)\Delta\ln I$. In the steady state the variance of $\Delta\ln I$ stays bounded, and by the Cauchy–Schwarz inequality its cross term with $\Delta\psi$ grows no faster than $\sqrt t$. At long times the linear growth wins:
$$\langle(\Delta\phi)^2\rangle\simeq\frac{R(1+\alpha^2)}{2I_0}\,t .$$

**Q:** A variance is not yet a spectral line. Will you now assume that the phase is Gaussian?

**A:** It is not needed. Evaluate every jump at $I_0$, as before; the jumps then depend only on their own angles and are independent. After $m$ jumps the average of $e^{i\Delta\psi}$ is $\langle e^{i\delta}\rangle^m$. The number $m$ has a Poisson distribution with mean $Rt$, so
$$\langle e^{i\Delta\psi}\rangle=\sum_m e^{-Rt}\frac{(Rt)^m}{m!}\langle e^{i\delta}\rangle^m=\exp\left[-Rt\left(1-\langle e^{i\delta}\rangle\right)\right].$$
Expand in the small jump. The linear term vanishes because $\langle\delta\rangle=0$. The cubic term vanishes at order $I_0^{-3/2}$, since an odd number of factors $e^{\pm i\theta}$ averages to zero. What remains at leading order is $\tfrac12\langle\delta^2\rangle$. The coherence therefore decays as $e^{-\kappa t}$ with
$$\kappa=\frac R2\langle\delta^2\rangle=\frac{R(1+\alpha^2)}{4I_0}.$$
The field correlation is the average of $\beta^*(0)\beta(t)=\sqrt{I(0)I(t)}\;e^{i\Delta\psi}\,e^{i(\alpha/2)[\ln I(t)-\ln I(0)]}$. Here $I(0)$ depends only on kicks before time 0, and $I(t)$ only on kicks within an interval $T$ of a few damping times before $t$. For $t>T$ the jumps between 0 and $t-T$ are independent of both and give $e^{-\kappa(t-T)}$, while the remaining average does not depend on $t$. At times long compared with the intensity relaxation, the amplitude fluctuations and the bounded part of the phase therefore multiply $\langle\beta^*(0)\beta(t)\rangle$ by a constant and leave $\kappa$ unchanged. The central line is the Fourier transform
$$\int_{-\infty}^{\infty}e^{-\kappa|t|}e^{-i\omega t}dt=\frac{1}{\kappa+i\omega}+\frac{1}{\kappa-i\omega}=\frac{2\kappa}{\kappa^2+\omega^2},$$
with $\omega$ measured from $\omega_0$. This Lorentzian falls to half its peak at $\omega=\pm\kappa$. Its full width is $2\kappa$ in angular frequency, and $2\kappa/2\pi$ in ordinary frequency:
$$\boxed{\Delta\nu=\frac{\kappa}{\pi}=\frac{R}{4\pi I_0}\,(1+\alpha^2)}$$
The 1 comes from the kicks across the field. The $\alpha^2$ comes from the kicks along it, converted into phase by the restoring gain. For $\alpha=0$ the restoration leaves the phase alone. For $|\alpha|=1$ the two kinds of kick contribute equally. The sign of $\alpha$ does not matter for the width.

**Q:** Nobody counts photons inside the cavity. What is the width at a given output power?

**A:** Let a fraction $\eta$ of the photon loss be useful output. Then $P=h\nu\,\eta\gamma I_0$. For $R$, use the fact that emission into one mode occurs at a rate $R(I+1)$: the 1 is the spontaneous part and $RI$ the stimulated part. If absorption occurs at a rate $AI$, the net gain is $G=R-A$. With the inversion factor $n_{sp}=R/(R-A)$ and $G\simeq\gamma$, we have $R=n_{sp}\gamma$. Inserting both,
$$\Delta\nu=\frac{n_{sp}\gamma}{4\pi}\,\frac{h\nu\,\eta\gamma}{P}(1+\alpha^2)=\frac{h\nu\,\eta\,n_{sp}\gamma^2}{4\pi P}(1+\alpha^2).$$
The width falls as $1/P$ as long as the other quantities stay fixed. The rate $R(I+1)$ assumes loss spread evenly along the cavity. When much light leaves through two facets of power reflectivity $\rho$, the spontaneous emission coupled into the mode, and with it the width, is larger by the excess-noise factor $[(1-\rho)/(\sqrt\rho\,\ln\rho)]^2$, which is 1.10 for $\rho=0.35$ and 1.13 for $\rho=0.3$. I leave this factor out.

For the model laser take $h\nu=0.80$ eV, $P=2.0$ mW, $\eta=0.5$ and $n_{sp}=2$. Then
$$I_0=\frac{2.0\times10^{-3}}{(0.80\times1.602\times10^{-19})(0.5)(5\times10^{11})}=6.24\times10^4,\qquad R=2\times5\times10^{11}=10^{12}\ \mathrm{s^{-1}}.$$
Without the coupling, the width is
$$\frac{10^{12}}{4\pi\times6.24\times10^4}\ \mathrm{s^{-1}}=1.275\ \text{MHz}.$$
With $1+\alpha^2=26$ the formula gives 33.1 MHz.

**Q:** You needed times longer than the intensity relaxation. Is that satisfied here?

**A:** Moderately. The coherence time $1/\kappa$ is 9.6 ns, against a damping time of 1.5 ns, a ratio of about six. The formula describes the central line. The bounded phase and intensity fluctuations put some power into sidebands near the ringing frequency, about 2 GHz away, which I have not calculated. The treatment also needs small relative intensity noise. The kicks change $u$ by $2\cos\theta/\sqrt{I_0}$, and the linear equations then give $\langle u^2\rangle=\frac{R}{2\Gamma I_0}\left(1+\frac{4\Gamma^2}{\gamma gI_0}\right)\simeq0.012$ in the example, a fluctuation of 11 % rms. Using $\langle1/I\rangle\simeq(1+\langle u^2\rangle)/I_0$ in place of $1/I_0$ raises the width by about 1.2 %, from 33.1 to about 33.6 MHz. Where the noise is large, as it is very near threshold, $1/I$ may not be replaced by $1/I_0$.

**Q:** I would still like to see the factor emerge from kicks alone, without your conserved quantity.

**A:** The simulated ensemble does this. It applies random kicks to 20000 lasers with responding carriers and records the phases. The phase variance grows at $0.00127\,\gamma$ for $\alpha=0$ and at $0.0128\,\gamma$ for $\alpha=3$, a ratio of 10.1 where $1+\alpha^2=10$. For $\alpha=3$ the growth rate lies 2.7 % above the formula, and the decay rate of the field correlation 3.7 % above it. Sampling error, which may have either sign, enters both numbers. Both also have a systematic excess, seen most simply in the variance growth. To leading order its rate is $R(1+\alpha^2)\langle1/I\rangle/2$. Averaging the carrier equation, with one carrier removed per event, $\langle x\rangle=0$ and $\langle gxI\rangle=-R$, gives $\langle I\rangle=I_0$, and $\langle1/I\rangle$ exceeds $1/\langle I\rangle$ when $I$ fluctuates. With $gI_0=0.3\gamma$ and $1/\tau=0.1\gamma$, as in the ensemble, the expression for $\langle u^2\rangle$ gives an excess of about 1 % in both rates. The sampling error with 20000 lasers is about 1.5 %, enough to account for the remainder.

## Numbers as computed

```
MODEL LASER
photon energy: 0.80 eV
total output power: 2.00 mW
photon loss rate gamma: 5.000e+11 1/s
fraction of loss that is output: 0.50
inversion factor n_sp: 2.00
alpha: 5.00
differential gain per carrier: 5.000e+03 1/s
carrier lifetime: 1.00 ns
photon number I0: 6.2415e+04
spontaneous rate R: 1.000e+12 1/s
kick scale 1/sqrt(I0): 4.0027 mrad
rms total phase shift per event: 14.4320 mrad
relaxation frequency: 1.9853 GHz
amplitude damping time of ringing: 1.5243 ns
PURE AMPLITUDE KICK (theta = 0)
photon number change: 500.66
immediate phase shift: 0.0000 mrad
half ringing period: 0.2518 ns
photon change at half period: -422.33
phase shift at half period: -36.9473 mrad
final phase shift, integrated: -19.9737 mrad
final phase shift, formula: -19.9737 mrad
QUADRATURE KICK (theta = 90 degrees)
photon number change: 1.00
immediate phase shift: 4.0027 mrad
final phase shift, integrated: 3.9626 mrad
EXTRA CARRIER DISTURBANCE (theta = 60 degrees)
carriers at start: -5000 instead of -1
phase change at quarter period: -4.6072 mrad
change of final phase below 0.001 mrad: True
LINEWIDTH
without amplitude-phase coupling: 1.2750 MHz
enhancement 1 + alpha^2: 26.00
with coupling, formula: 33.149 MHz
with coupling, discrete-kick average: 33.149 MHz
coherence time 1/decay: 9.603 ns
ENSEMBLE TEST (time unit 1/gamma)
lasers: 20000, I0: 400, R/gamma: 1.0
phase diffusion, alpha 0, simulated: 0.001268 rad^2 gamma
phase diffusion, alpha 0, formula: 0.001250 rad^2 gamma
phase diffusion, alpha 3, simulated: 0.012838 rad^2 gamma
phase diffusion, alpha 3, formula: 0.012500 rad^2 gamma
simulated ratio, alpha 3 to alpha 0: 10.12
field coherence decay, alpha 3, simulated: 0.006481 gamma
field coherence decay, alpha 3, formula: 0.006250 gamma
time for drift test: 150 /gamma
mean phase drift, alpha 3, simulated: 0.0070 rad
drift if second order were dropped: -0.5625 rad
```
